\section*{The conduction-electron g factor of InSb from Roth's formula}

\section*{Problem}

Indium antimonide has its conduction minimum and its valence maximum at the zone centre. Describe the states near the gap by three edges: an s-like conduction edge at energy $E_g$, a p-like valence edge with total angular momentum $j=3/2$ at energy $0$, and a split-off edge with $j=1/2$ at energy $-\Delta$. The momentum coupling between the s and p states is given as an energy $E_P$. Take
\[
E_P=23.3\ \mathrm{eV},\qquad E_g=0.235\ \mathrm{eV},\qquad \Delta=0.81\ \mathrm{eV}.
\]

(a) Derive the effective mass $m^*$ and the $g$ factor $g^*$ of an electron at the conduction edge in a weak magnetic field.

(b) Evaluate both, and find the spin splitting and the cyclotron energy at 1 T.

(c) Examine the limits of small and large $\Delta$, and express $g^*$ through the mass.

(d) Find the $g$ factor at a finite energy above the edge, and apply it to an electron density of $10^{16}\ \mathrm{cm^{-3}}$.

(e) Judge how far the result of (b) can be trusted for real InSb.

\section*{Solution}

\subsection*{(a) Mass and g factor at the edge}

\textbf{Conventions.} The electron has charge $-e$ and free mass $m_0$. In a field $\mathbf B=\nabla\times\mathbf A$ its kinetic wave vector is defined by $\hbar\mathbf k=-i\hbar\nabla+e\mathbf A$. The spin energy of a free electron is $\tfrac12 g_0\mu_B\,\mathbf B\cdot\boldsymbol\sigma$, with $g_0=+2.0023$ and $\mu_B=e\hbar/2m_0$. A positive $g$ therefore puts the spin that points along the field at the higher energy.

The components of $\mathbf k$ do not commute. For a field along $z$,
\begin{align}
[\hbar k_x,\hbar k_y]&=[-i\hbar\partial_x,eA_y]+[eA_x,-i\hbar\partial_y]\nonumber\\
&=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB,
\end{align}
so that, for any field direction,
\begin{equation}
\mathbf k\times\mathbf k=-\frac{ie}{\hbar}\mathbf B. \label{comm}
\end{equation}

\textbf{The Hamiltonian.} The basis consists of one s function $S$ and three p functions $X,Y,Z$, each with two spin states. Cubic symmetry makes $S$ couple to $X$ through $p_x$, to $Y$ through $p_y$ and to $Z$ through $p_z$, with equal strength. A common phase of the p functions is chosen so that the coupling is real:
\begin{equation}
\frac{\hbar}{m_0}\langle S|p_\alpha|\beta\rangle=P\,\delta_{\alpha\beta},\qquad E_P=\frac{2m_0P^2}{\hbar^2}.
\end{equation}
For the given $E_P$ this means $P=0.942$ eV nm.

Let $c$ be the two-component spin envelope of the s state and $v_\alpha$ those of the p states. With the energy written as $E_g+x$, so that $x$ is counted from the conduction edge, the equations are
\begin{align}
x\,c&=\Big(\frac{\hbar^2k^2}{2m_0}+\tfrac12g_0\mu_B\mathbf B\cdot\boldsymbol\sigma\Big)c+P\sum_\alpha k_\alpha v_\alpha,\label{ceq}\\
(E_g+x)\,v_\alpha&=\sum_\beta (H_{so})_{\alpha\beta}v_\beta+P\,k_\alpha c.\label{veq}
\end{align}
The free-electron kinetic and spin energies of the p states have been left out of (\ref{veq}). They are themselves proportional to $B$ for a low Landau level, and they would only correct energy denominators in a term that is already proportional to $B$. They do not affect the $g$ factor at the edge as $B\to0$. Remote bands are also omitted.

\textbf{The spin-orbit term.} Within the p shell, let $\mathbf L$ be the orbital angular momentum in units of $\hbar$, with matrices $(L_\gamma)_{\alpha\beta}=-i\varepsilon_{\gamma\alpha\beta}$. Put $\Lambda=\mathbf L\cdot\boldsymbol\sigma=2\mathbf L\cdot\mathbf S$. From $\mathbf J=\mathbf L+\mathbf S$,
\begin{equation}
\Lambda=j(j+1)-2-\tfrac34=\begin{cases}\;\;\,1,& j=3/2,\\ -2,& j=1/2.\end{cases}
\end{equation}
The operator $H_{so}=(\Delta/3)(\Lambda-1)$ thus has the required energies $0$ and $-\Delta$. The projectors on its two levels are
\begin{equation}
\Pi_{3/2}=\frac{2+\Lambda}{3},\qquad \Pi_{1/2}=\frac{1-\Lambda}{3},
\end{equation}
as one sees by inserting $\Lambda=1$ and $\Lambda=-2$.

\textbf{Elimination of the p states.} Equation (\ref{veq}) gives $v_\alpha=P\sum_\beta R_{\alpha\beta}k_\beta c$, where
\begin{equation}
R=(E_g+x-H_{so})^{-1}=\frac{\Pi_{3/2}}{E_g+x}+\frac{\Pi_{1/2}}{E_g+\Delta+x}=a+b\Lambda.
\end{equation}
Collecting the terms without and with $\Lambda$,
\begin{align}
a(x)&=\frac13\left[\frac{2}{E_g+x}+\frac{1}{E_g+\Delta+x}\right],\\
b(x)&=\frac13\left[\frac{1}{E_g+x}-\frac{1}{E_g+\Delta+x}\right].
\end{align}
Since $\varepsilon_{\gamma\alpha\beta}=\varepsilon_{\alpha\beta\gamma}$, the elements of $R$ are the spin matrices
\begin{equation}
R_{\alpha\beta}=a\,\delta_{\alpha\beta}-ib\sum_\gamma\varepsilon_{\alpha\beta\gamma}\sigma_\gamma .
\end{equation}
They do not depend on position and commute with $\mathbf k$. The term that the p states add to (\ref{ceq}) is therefore
\begin{align}
P^2\sum_{\alpha\beta}k_\alpha R_{\alpha\beta}k_\beta
&=P^2a\,k^2-iP^2b\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k)\nonumber\\
&=P^2a\,k^2-P^2b\,\frac e\hbar\,\boldsymbol\sigma\cdot\mathbf B,
\end{align}
where (\ref{comm}) was used and $(-i)(-i)=-1$. The first part is kinetic energy. The second is a spin energy, which exists because the components of $\mathbf k$ fail to commute and because spin-orbit coupling makes $b$ nonzero. The conduction electron obeys
\begin{equation}
x\,c=\left[A(x)\,k^2+\tfrac12 g(x)\mu_B\,\mathbf B\cdot\boldsymbol\sigma\right]c. \label{eff}
\end{equation}

The kinetic coefficient is
\begin{equation}
A(x)=\frac{\hbar^2}{2m_0}+P^2a=\frac{\hbar^2}{2m_0}\left[1+E_Pa(x)\right]. \label{A}
\end{equation}
The spin coefficient follows from $\tfrac12(g-g_0)\mu_B=-P^2be/\hbar$:
\begin{equation}
g(x)-g_0=-\frac{2P^2be}{\hbar}\,\frac{2m_0}{e\hbar}=-\frac{4m_0P^2}{\hbar^2}\,b=-2E_P\,b(x). \label{gx}
\end{equation}

For a low Landau level $x$ is itself of order $B$, so its presence in $a$ and $b$ changes the energy at order $B^2$. To first order in the field one may set $x=0$ there. Then $A(0)=\hbar^2/2m^*$ gives
\begin{equation}
\frac{m_0}{m^*}=1+\frac{E_P}{3}\left[\frac2{E_g}+\frac1{E_g+\Delta}\right], \label{mass}
\end{equation}
and $g^*=g(0)$ gives Roth's formula,
\begin{equation}
g^*=g_0-\frac{2E_P}{3}\left[\frac1{E_g}-\frac1{E_g+\Delta}\right]
=g_0-\frac{2E_P\,\Delta}{3E_g(E_g+\Delta)}. \label{roth}
\end{equation}
No direction of $\mathbf B$ is preferred: in this model the edge $g$ factor is isotropic.

\subsection*{(b) Numbers for InSb}

The split-off edge lies $E_g+\Delta=1.045$ eV below the conduction edge. The inverse energies are $1/E_g=4.2553\ \mathrm{eV^{-1}}$ and $1/(E_g+\Delta)=0.9569\ \mathrm{eV^{-1}}$. The two edges contribute
\begin{align}
j=3/2:&\quad -\tfrac23(23.3)(4.2553)=-66.10,\\
j=1/2:&\quad +\tfrac23(23.3)(0.9569)=+14.86.
\end{align}
Their sum, formed before rounding, is $-51.23$. Hence
\begin{equation}
g^*=2.00-51.23=-49.23\approx-49 .
\end{equation}

The mass follows from (\ref{mass}):
\begin{equation}
\frac{m_0}{m^*}=1+\frac{23.3}{3}\,(2\times4.2553+0.9569)=74.53,
\end{equation}
or $m^*=0.0134\,m_0$.

The negative sign means that the spin pointing along the field has the lower energy, opposite to a free electron. The size comes from the ratio of $E_P$ to the small gap, and the split-off edge takes back somewhat less than a quarter of what the upper valence edge gives.

At 1 T the edge values give
\begin{equation}
|g^*|\mu_BB=2.85\ \mathrm{meV},\qquad \hbar\omega_c=\frac{\hbar eB}{m^*}=8.63\ \mathrm{meV}.
\end{equation}
The spin splitting corresponds to a temperature of 33 K. Its ratio to the cyclotron energy is $|g^*|m^*/2m_0=0.33$, so each Landau level is split by about a third of the level spacing.

\subsection*{(c) Limits, and the relation to the mass}

When $\Delta\to0$ at fixed $E_g$ and $E_P$, the two terms in the bracket of (\ref{roth}) cancel and $g^*\to g_0$. The whole p shell then has one energy, $R$ is proportional to the unit matrix, and the virtual transitions cannot tell one spin from the other. The mass stays light, since the terms in (\ref{mass}) add. A light mass alone does not produce a large $g$ factor. For $\Delta\ll E_g$ the shift begins linearly, as $-2E_P\Delta/3E_g^2$.

When $\Delta\gg E_g$ the split-off edge drops out and $g^*\to g_0-2E_P/3E_g$. With the InSb values of $E_P$ and $E_g$ this would be $2.00-66.10=-64.10$. The actual splitting, between three and four times the gap, is still far from that limit.

To remove $E_P$, bring (\ref{mass}) to a common denominator:
\begin{equation}
\frac{m_0}{m^*}-1=\frac{E_P}{3}\,\frac{2(E_g+\Delta)+E_g}{E_g(E_g+\Delta)}=\frac{E_P}{3}\,\frac{3E_g+2\Delta}{E_g(E_g+\Delta)} .
\end{equation}
Dividing the shift in (\ref{roth}) by this expression cancels $E_P/[3E_g(E_g+\Delta)]$ and leaves
\begin{equation}
g^*=g_0-\left(\frac{m_0}{m^*}-1\right)\frac{2\Delta}{3E_g+2\Delta}. \label{gm}
\end{equation}
For InSb the last fraction is $1.62/2.325=0.697$, and $73.53\times0.697$ returns the shift of 51.2. Equation (\ref{gm}) is useful when the mass is known better than $E_P$. It still assumes that the same three edges determine both quantities.

\subsection*{(d) Finite energy above the edge}

Equation (\ref{eff}) also holds at finite $x$, within the model without free-electron terms in the p states. Let the field lie along $z$. The operator $k^2$ then has the eigenvalues $k_z^2+(2n+1)eB/\hbar$. It commutes with $\sigma_z$, so each spin state satisfies
\begin{equation}
x_\pm=A(x_\pm)k^2\pm\tfrac12g(x_\pm)\mu_BB .
\end{equation}
Consider a weak field at fixed $k^2$. Write $x_\pm=x_0\pm\delta/2$, where $x_0=A(x_0)k^2$, and subtract the two equations. To first order in $B$,
\begin{equation}
\delta=A'(x_0)k^2\,\delta+g(x_0)\mu_BB,
\end{equation}
because the change of $g(x)$ between the two levels is of higher order. The $g$ factor defined by the splitting, $\delta=g_{\rm obs}\mu_BB$, is therefore
\begin{equation}
g_{\rm obs}(x_0)=\frac{g(x_0)}{1-A'(x_0)k^2},\qquad k^2=\frac{x_0}{A(x_0)}. \label{gobs}
\end{equation}
Differentiating (\ref{A}),
\begin{equation}
A'(x)=-\frac{\hbar^2}{2m_0}\frac{E_P}{3}\left[\frac2{(E_g+x)^2}+\frac1{(E_g+\Delta+x)^2}\right]<0,
\end{equation}
so the denominator in (\ref{gobs}) exceeds one.

This denominator has a simple meaning. The p components are $v_\alpha=P\sum_\beta R_{\alpha\beta}k_\beta c$, and $dR/dx=-R^2$. As $B\to0$, the squared norm of $v$ relative to that of $c$ is $P^2\sum k_\alpha(R^2)_{\alpha\beta}k_\beta=-P^2a'k^2=-A'k^2$. The factor $1/(1-A'k^2)$ is thus the s-like share of the state. Replacing $E_g$ by $E_g+x$ in Roth's formula accounts for the larger denominators but leaves this factor out.

For a density $N=10^{16}\ \mathrm{cm^{-3}}$ in a spin-degenerate spherical band, $k_F^2=(3\pi^2N)^{2/3}$. Solving $x=A(x)k_F^2$ numerically gives a Fermi energy of 12.05 meV. There (\ref{gx}) gives $g(x)=-46.2$, and (\ref{gobs}) gives
\begin{equation}
g_{\rm obs}=-44.2 .
\end{equation}
The magnitude is 10\% below the edge value, and the s-like share accounts for about two of the five units lost.

The effect of the omitted free-electron terms can be found by restoring them and diagonalizing the eight-band Hamiltonian numerically in a basis of Landau oscillator states. For the level $n=10$ at $k_z=0$, in the field for which $21eB/\hbar=k_F^2$ (0.14 T), the result is $-44.26$, against $-44.22$ without them. This covers the free-electron terms only. In the real crystal remote bands bend the valence states downward, and an isotropic kinetic term of $-2$ times the free value in the p states would give $-43.9$.

\subsection*{(e) How far the value can be trusted}

\textbf{Field.} The same diagonalization, with the free-electron terms kept, gives $-47.4$ for the lowest Landau level at 1 T. Its magnitude is about 4\% below the limit $B\to0$. The spacing of the two lowest levels, averaged over spin, is likewise 8.1 meV instead of the edge value of 8.63 meV. The value $-49$ belongs to the band edge in a weak field and not to an arbitrary laboratory field.

\textbf{Gap.} Differentiating (\ref{roth}) at fixed $E_P$ and $\Delta$,
\begin{equation}
\frac{dg^*}{dE_g}=\frac{2E_P}{3}\left[\frac1{E_g^2}-\frac1{(E_g+\Delta)^2}\right],
\end{equation}
which is $+0.267$ per meV. An error of 10 meV in the gap moves $g^*$ by about 2.7. This is a severe demand on a first-principles band structure. Semilocal density functionals underestimate the gap of InSb so strongly that the order of the edges can be inverted, and (\ref{roth}) cannot then be used with the computed gap.

\textbf{Temperature.} Two effects act in opposite directions. Electrons occupy states above the edge. At the energy $\tfrac32k_BT$, used here as a representative energy and not as a thermal average, (\ref{gobs}) gives $-45.0$ at 77 K (9.95 meV) and $-35.8$ at 300 K (38.8 meV), with the gap held at 0.235 eV. This choice of energy suits a nondegenerate gas. At the density of part (d) and 77 K the Fermi level lies about $1.2\,k_BT$ above the edge, and the average of $g_{\rm obs}$ over the occupied states is $-43.8$. The gap itself shrinks on heating. A rough room-temperature value of 0.17 eV, inserted in (\ref{roth}) with $E_P$ and $\Delta$ fixed, gives an edge value of $-73.5$. That number measures sensitivity and is not a prediction: part of the gap shift comes from lattice vibrations, and the derivation, made for a static lattice, does not show that this part may be inserted as a static change of $E_g$.

\textbf{Inversion asymmetry.} The three-edge model has a spin-degenerate band at $B=0$. Real InSb has no inversion centre, and its conduction band is split at finite $\mathbf k$ by a term cubic in $k$. With a typical coefficient of $0.76\ \mathrm{eV\,nm^3}$ the splitting at the $k_F$ of part (d) is about 0.2 meV along $[110]$, while the Zeeman splitting at 0.14 T is 0.36 meV. In a two-band estimate for a field along a cubic axis and $k_z=0$, this term lowers the magnitude of $g_{\rm obs}$ by about 2\% at 0.14 T and by about 15\% at 0.05 T. The effect varies over the Fermi surface: for orbits at $k_z\approx0.85\,k_F$ the same estimate gives about 4\% at 0.14 T and about 30\% at 0.05 T. The value $-44.2$ thus needs a field strong enough for the cubic term to be a small correction.

\textbf{Remote bands.} The next conduction states form another p-like shell. For a shell with edges at $E_{3/2}$ and $E_{1/2}$ and momentum energy $E_P'$, the same elimination gives
\begin{equation}
\delta g=-\frac{2E_P'}{3}\left[\frac1{E_g-E_{3/2}}-\frac1{E_g-E_{1/2}}\right].
\end{equation}
With the rough values $E_{1/2}=3.1$ eV, $E_{3/2}=3.5$ eV and $E_P'=6$ eV this is $-0.17$. This is not the size of the whole remote-band correction, because it omits spin-orbit mixing between the two p shells, which the lack of an inversion centre allows. If that mixing is written as $(\Delta^-/3)\Lambda$ and the valence edges are held fixed, $|\Delta^-|=0.1$ eV already shifts $g^*$ by about 1, with a sign set by that of $\Delta^-$. This shift is at fixed $E_P$; the mixing also changes the mass, and if $E_P$ is readjusted to keep the mass the shift is about 0.7. Remote bands can therefore change $g^*$ by an amount of order one.

\textbf{Comparison with the material.} The three input energies are typical of InSb at low temperature. Measured values near the conduction edge are roughly $-50$ for the $g$ factor and $0.014\,m_0$ for the mass, so the model gives both to within several per cent. This agreement is not a first-principles prediction if $E_P$ was itself fitted to magnetic or mass data. In wells and wires confinement lifts the electron above the bulk edge. If confinement raises it by some 39 meV, the bulk relation (\ref{gobs}) gives $-35.8$. This serves only as a scale, because interfaces, strain and the anisotropy of the structure lie outside the model.
